# Saturation Field and Anisotropy Energy of a Uniaxial Magnet

**The argument under review**

The argument concerns a small magnetic disc used as a memory element, whose magnetization prefers the disc normal. A field is applied in the plane, along the hard axis, and the magnetization component along the field is recorded until it saturates at $B_s$. The argument then runs: "The loop of a uniaxial magnet is a straight line up to saturation. The work of magnetization is the triangle $\tfrac12 MB_s$. This is the total anisotropy energy per volume, and multiplied by the volume it is the barrier that protects the stored bit."

For the disc considered below, $B_s=0.5375$ T, and the argument obtains a barrier of 1.38 eV. The question is whether $\tfrac12 MB_s$ is the anisotropy energy when the anisotropy has more than one constant.

**Model and conventions**

The magnetization has fixed magnitude $M$ and is uniform over the disc. Its angle from the easy axis is $\theta$, and the anisotropy energy density is

$$e(\theta)=K_1\sin^2\theta+K_2\sin^4\theta .$$

The constant $K_1$ includes the shape energy of the disc. $B$ is the applied field, that is, $\mu_0$ times the applied $H$. The algebra is in atomic units, where the field energy density is $-\mathbf M\cdot\mathbf B$. Since $e$ does not depend on the azimuth, the energy is lowest when the magnetization tilts straight towards the field. With $m=\sin\theta$ the energy density is then

$$E(m)=K_1m^2+K_2m^4-MBm,\qquad 0\le m\le 1 .$$

Thermal agitation and misalignment of the field are left out at first.

**What the saturation field measures**

The first two derivatives are

$$E'=2K_1m+4K_2m^3-MB,\qquad E''=2K_1+12K_2m^2 .$$

For $K_1>0$ and $K_2>0$, $E''$ is positive, so $E'$ rises with $m$ and there is one minimum. While it lies inside the interval, $E'=0$ gives

$$MB=2K_1m+4K_2m^3 .$$

The minimum reaches $m=1$ when

$$MB_s=2K_1+4K_2,\qquad \tfrac12MB_s=K_1+2K_2 .$$

At larger fields $E'$ is negative for all $m<1$, so the state stays saturated.

The anisotropy energy follows from its definition as the difference between hard and easy axis:

$$e(90^\circ)-e(0)=K_1+K_2 .$$

The argument therefore overstates the energy density by $K_2$. The two expressions agree when $K_2=0$.

The reason is visible near the hard axis. Put $\theta=90^\circ+\delta$, so that $\sin\theta=\cos\delta$. With $\cos^2\delta\simeq1-\delta^2$ and $\cos^4\delta\simeq1-2\delta^2$,

$$e\simeq K_1+K_2-(K_1+2K_2)\delta^2 .$$

The field adds $-MB\cos\delta\simeq-MB+\tfrac12MB\delta^2$. The hard axis becomes stable when the total coefficient of $\delta^2$ vanishes, which is again $\tfrac12MB_s=K_1+2K_2$. The saturation field thus measures the curvature of the energy at the hard axis, not its height above the easy axis. For a pure $\sin^2\theta$ law one constant fixes both.

**Where the triangle goes wrong**

Work of magnetization is a sound starting point. The work per volume is

$$M\int_0^1B\,dm=\int_0^1(2K_1m+4K_2m^3)\,dm=K_1+K_2 .$$

Integration by parts turns it into an area on the usual plot of $m$ against $B$:

$$M\int_0^1B\,dm=MB_s-M\int_0^{B_s}m\,dB=M\int_0^{B_s}(1-m)\,dB .$$

This is the area between the curve and the line $m=1$. It is a triangle if $m$ is proportional to $B$, which requires $K_2=0$. For $K_2>0$ the curve $m(B)$ lies above the straight line from the origin to saturation, and the area is smaller than the triangle.

One loop therefore offers three readings. At small field $m\simeq MB/(2K_1)$, and extrapolating this slope to $m=1$ gives a field whose half-product with $M$ is $K_1$. The saturation field gives $K_1+2K_2$, and the area gives $K_1+K_2$.

The mean of the first two readings is also $K_1+K_2$, but this depends on there being two constants. A further term $K_3\sin^6\theta$ adds $6K_3m^5$ to the relation for $MB$. As long as the loop stays continuous, the field reading becomes $K_1+2K_2+3K_3$, the mean $K_1+K_2+\tfrac32K_3$, and the area $K_1+K_2+K_3$. With $K_1=1.00$, $K_2=0.20$ and $K_3=0.10$ meV/nm³, direct energy minimization gives 1.350 for the mean and 1.300 for the area, in the same unit. The area is still the energy; the mean is not.

**Negative second constant**

If $K_2<0$, $E''$ is smallest at $m=1$, where it equals $2(K_1+6K_2)$. The saturation formula thus survives for $K_1>0$ and $K_2>-K_1/6$, but it now underestimates the energy. For $K_2=-0.1K_1$ the minimized loop gives a field reading of $0.80K_1$ and an area of $0.90K_1$.

Below $-K_1/6$ the formula itself fails. Set $m=1-\varepsilon$ and $MB=2K_1+4K_2$. The terms linear in $\varepsilon$ cancel, leaving

$$E(m)-E(1)=(K_1+6K_2)\varepsilon^2-4K_2\varepsilon^3+K_2\varepsilon^4 .$$

A negative first coefficient means that a partly magnetized state has lower energy than the saturated one, so the lowest state reaches saturation later, by a jump. For $K_2=-0.3K_1$, half of $M$ times the jump field is $0.474K_1$. The formula would give $0.4K_1$, and the anisotropy energy is $0.7K_1$. The area of this lowest-energy loop is still $0.7K_1$, jump included. A measured branch may jump elsewhere because of metastability, and its area then differs. Without thermal activation, a rising field keeps the partly magnetized state until $E''=0$, where $\tfrac12MB=0.497K_1$, and a falling field keeps the saturated state down to the formula value $0.4K_1$.

**The memory barrier**

At zero field, reversal from $\theta=0$ to $180^\circ$ must cross the hard plane. For positive constants $e$ is largest there, so the barrier for coherent rotation is $(K_1+K_2)V$.

The escape time shows how both combinations enter. Consider rotational diffusion with coefficient $D$, and let $x=\cos\theta$, $\beta=1/kT$ and $U=Ve$. The mean time $T(x)$ to reach the equator obeys

$$D\,e^{\beta U}\frac{d}{dx}\left[(1-x^2)e^{-\beta U}\frac{dT}{dx}\right]=-1,\qquad T(0)=0 .$$

The bracket vanishes at the pole $x=1$. Integrating from $x$ to 1, and then from 0 to 1, gives

$$T(1)=\frac1D\int_0^1dx\,\frac{e^{\beta U(x)}}{1-x^2}\int_x^1dy\,e^{-\beta U(y)} .$$

For a high barrier the inner integral comes from the pole, where $U\simeq2K_1V(1-y)$, and equals $1/(2\beta K_1V)$. The outer one comes from the equator, where $U\simeq V[K_1+K_2-(K_1+2K_2)x^2]$. It is half a Gaussian:

$$T(1)\simeq\frac{1}{2D\beta K_1V}\cdot\frac12\sqrt{\frac{\pi}{\beta(K_1+2K_2)V}}\;e^{\beta(K_1+K_2)V} .$$

The height stands in the exponent; the curvature $K_1+2K_2$, which the saturation field measures, stands in the prefactor. At fixed mobility $D\propto1/\beta$, so $T(1)\propto\beta^{-1/2}e^{\beta(K_1+K_2)V}$ and $d\ln T(1)/d\beta=(K_1+K_2)V-\tfrac12kT$.

**Numbers for the disc**

The disc has diameter 28 nm, thickness 1.6 nm and volume $V=985.2$ nm³. At 300 K its constants are taken as $K_1=1.00$ and $K_2=0.20$ meV/nm³. The magnetization is 90 Bohr magnetons per nm³, so $M=5.2095$ meV/(nm³ T). Then

$$B_s=\frac{2(1.00)+4(0.20)}{5.2095}\ \text{T}=0.5375\ \text{T}.$$

The field reading is 1.40 meV/nm³ (224 kJ/m³) and the area is 1.20 meV/nm³ (192 kJ/m³). The excess is 16.7 % of the true value.

The coherent barrier is $1.20\times985.2$ meV $=1.18$ eV, not 1.38 eV. With $kT=0.02585$ eV, the ratio of barrier to $kT$ is 45.7 instead of 53.4. At equal prefactor the argument overstates the lifetime by $e^{K_2V/kT}\approx2.0\times10^3$. Numerical integration of the escape time, with $\tfrac12kT$ added to its slope in $\beta$, also gives a barrier of 1.18 eV.

**Which $K_1$ was measured?**

The shape energy density is $2\pi\alpha^2M^2(N_z\cos^2\theta+N_x\sin^2\theta)$, with $\alpha$ the fine-structure constant. Apart from a constant this is $-2\pi\alpha^2M^2(N_z-N_x)\sin^2\theta$, so it belongs to $K_1$.

To find $N_z$, magnetize the disc along its normal. Its faces, of radius $R$ and separation $t$, carry magnetic charge densities $\pm M$. The Fourier transform of one face is $2\pi RMJ_1(kR)/k$, and a charged sheet of wavenumber $k$ has a potential proportional to $e^{-k|z|}/(2k)$. Adding the self-energies of the faces, subtracting their attraction, and dividing by the energy for $N_z=1$ gives

$$N_z=\frac{2}{t}\int_0^\infty dk\,\frac{J_1^2(kR)}{k^2}\left(1-e^{-kt}\right).$$

In three-dimensional Fourier space, the factor for axis $i$ weights each wavevector by $k_i^2/k^2$. These weights add to one, so $N_x=(1-N_z)/2$. Here $N_z=0.864$ and $N_x=0.068$.

An unpatterned film has $N_z=1$ and $N_x=0$. With the same material constants and $2\pi\alpha^2M^2=2.732$ meV/nm³, its first constant is

$$K_1^{\rm film}=1.00-2.732\,[1-(0.8636-0.0682)]=0.441\ \text{meV/nm}^3 .$$

For a uniformly magnetized film, with stripe domains left out, the area of the loop would be $0.441+0.200=0.641$ meV/nm³, about half the disc's value. A correct reading of the wrong sample can thus err by more than the shortcut does.

**Rounding and nonuniform reversal**

A single disc does not show a sharp $B_s$ at 300 K: the thermal mean of $m$ there is 0.958. Nor does its thermal loop have a finite area. Far above $B_s$, two transverse fluctuations with energy $\tfrac12kT$ each give $1-m\simeq kT/(MVB)$, whose integral grows logarithmically. The growth is slow: the thermal area is 1.19 meV/nm³ when integrated up to $B_s$, 1.24 up to $2B_s$ and 1.27 up to $5B_s$, against 1.20. The area rule needs a loop from which this tail has been removed, or a stated upper field with an error of this size.

Misalignment matters as well. If the field leans by a small angle $\psi$ towards the easy axis, it adds $-MB_s\psi\delta$, with $\delta$ now counted towards that axis. At $B_s$ the quadratic term is zero, and $\varepsilon\simeq\delta^2/2$ turns the leading term above into $(K_1+6K_2)\delta^4/4$. Hence

$$(K_1+6K_2)\delta^3\simeq MB_s\psi .$$

For $\psi=2^\circ=0.0349$ this gives $\delta^3=2.80\times0.0349/2.20$, or $\delta\approx20^\circ$. Full minimization gives 20.3°, with $m=0.949$ along the field. The area suffers much less than the saturation field. The minimum energy changes with $MB$ at the rate $-m$, so on this branch the area up to $B$ is $e(\theta)+MB(1-m)$. For $\psi=2^\circ$ it is 1.176 meV/nm³ up to $B_s$ and 1.198 up to $5B_s$, against 1.20.

Nonuniform reversal can be estimated by letting $\delta$ vary over the disc at the hard axis. With exchange energy density $A|\nabla\delta|^2$ and shape treated as local, the lowest antisymmetric mode is $J_1(kr)\cos\varphi$. A free edge requires $J_1'(kR)=0$, so $kR=1.841$. For $A=100$ meV/nm the cost is $Ak^2=100(1.841/14)^2=1.73$ meV/nm³, against a gain of $K_1+2K_2=1.40$ meV/nm³. In this local estimate the uniform saddle is stable by 0.33 meV/nm³, and stays so for $A$ above 81 meV/nm. The local treatment is too favourable. For the mode that is odd along the magnetization, the effective $N_z$ is 0.796 instead of 0.864, and its weight lies near the edges, where the averaged in-plane factor is 0.101 instead of 0.068. With the nonlocal shape energy, and in-plane relaxation neglected, the gain rises to 1.67 meV/nm³, the margin shrinks to about 0.05 meV/nm³, and it vanishes near $A=97$ meV/nm. The disc is thus at the edge of coherent reversal. Coherent rotation remains an available path in any case. With the magnetization uniform through the thickness, the uniform perpendicular state is the starting minimum, so 1.18 eV is an upper bound on the barrier in this energy model.

**Relation to real devices**

The parameters lie in the rough regime of a perpendicular CoFeB/MgO free layer; they do not describe a particular stack. $K_2$ is the least certain of them and may be much smaller, in which case the error shrinks in proportion. The stiffness used, 100 meV/nm or 16 pJ/m, is also uncertain for so thin a layer; a slightly lower value or a larger disc makes the reversal nonuniform and the barrier smaller than that disc's own $(K_1+K_2)V$. The drop sets in gradually. In the same energy model the barrier is about 1.18 eV at $A=90$ meV/nm and 1.14 eV at 70 meV/nm, and a 36 nm disc of the same material has about 1.71 eV against a coherent value of 1.80 eV. Real devices also run warm. At 358 K, with all constants held fixed, the barrier is $38.3\,kT$ instead of $45.7\,kT$, and any softening of the anisotropy lowers it further.

**Assessment**

The inference from $B_s$ to the barrier should be withdrawn unless $K_2$ is shown to be negligible. The loop can still supply the energy density through its area, provided that it is free of hysteresis, well aligned, corrected for thermal rounding, and either taken on the patterned discs or corrected for their shape. Multiplied by the volume, that energy is the barrier if reversal is coherent and an upper bound otherwise.

## Computed results

```
K1 of the disc: 1.00 meV/nm^3
K2 of the disc: 0.20 meV/nm^3
Magnetization: 90 Bohr magnetons/nm^3
Energy density per tesla, M: 5.2095 meV/(nm^3 T)
Diameter: 28 nm
Thickness: 1.6 nm
Volume V: 985.2 nm^3
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Saturation field B_s: 0.5375 T
m at B = 0.1344 T: 0.3350
m at B = 0.2687 T: 0.6095
m at B = 0.4031 T: 0.8252
Initial-slope reading: 1.0001 meV/nm^3
Saturation-field reading M*B_s/2: 1.4000 meV/nm^3
Loop-area reading: 1.2000 meV/nm^3
Saturation-field reading, converted: 224.3 kJ/m^3
Loop-area reading, converted: 192.3 kJ/m^3
Overestimate by the field reading: 16.7 %
True coherent barrier: 1.1822 eV
Mistaken barrier: 1.3793 eV
Barrier from escape-time slope: 1.1818 eV
True barrier / kT: 45.73
Mistaken barrier / kT: 53.35
Lifetime overestimate factor: 2042
Test K2/K1 = -0.1, field reading / K1: 0.8000
Test K2/K1 = -0.1, area reading / K1: 0.9000
Test K2/K1 = -0.3, field reading / K1: 0.4736
Test sixth-order constant K3: 0.10 meV/nm^3
With K3, area reading: 1.3000 meV/nm^3
With K3, mean of slope and field readings: 1.3501 meV/nm^3
Thermal mean m of one disc at B_s: 0.9579
Field tilt: 2.0 degrees
Tilted field, angle of M from hard axis: 20.34 degrees
Tilted field, m along field at B_s: 0.9492
Hot operating temperature: 358 K
True barrier / kT when hot, constants fixed: 38.32
Demagnetizing factor Nz: 0.8636
Demagnetizing factor Nx: 0.0682
Full-film shape energy density: 2.732 meV/nm^3
K1 of the unpatterned film: 0.441 meV/nm^3
Exchange stiffness: 0.10 eV/nm
Lowest antisymmetric mode root: 1.8412
Exchange cost of that mode: 1.730 meV/nm^3
Hard-axis curvature coefficient: 1.400 meV/nm^3
```
